# Thermal diffuse absorption from Gaussian scattering factors: a guide for silicon

## What goes wrong with the absorption switched off

Suppose an elastic diffraction calculation uses a lattice potential damped by the Debye–Waller factor and nothing else. That potential is real, so every incident electron stays in the Bragg beams. In the crystal, vibrating atoms scatter some electrons between the beams. The calculation has weakened the Bragg scattering but has not removed those electrons. For silicon at 300 K and 200 keV, the model below gives a thermal diffuse mean free path of 786 nm. A plane wave crossing 100 nm then loses \(1-e^{-100/786}\), or 12 %, of its coherent intensity.

Programs that compute electron diffraction from atomic scattering factors can offer thermal diffuse absorption as a setting. It adds an imaginary part \(f'\) to each scattering factor \(f_e\). The definition of \(f'\) is a two-dimensional integral for every atom type, scattering vector and temperature. If \(f_e\) is a sum of Gaussians, the integral has a closed form.

## Conventions and the elastic input

Let \(\theta\) be the full scattering angle, \(\lambda\) the wavelength, and

\[
s=\frac{\sin(\theta/2)}{\lambda},\qquad g=2s,\qquad q=2\pi g=4\pi s .
\]

The factor \(f_e\) is the first Born amplitude for the electron rest mass \(m_0\). For an atom with electrostatic potential \(\phi\),

\[
f_e=\frac{m_0e}{2\pi\hbar^2}\int\phi(\mathbf r)\,e^{-i\mathbf q\cdot\mathbf r}\,d^3r .
\]

Poisson's equation gives the transform of \(\phi\) as \(e(Z-f_x)/(\varepsilon_0q^2)\), where \(f_x\) is the transform of the electron density. With \(a_0=4\pi\varepsilon_0\hbar^2/(m_0e^2)\),

\[
f_e=\frac{2(Z-f_x)}{a_0q^2}=\frac{Z-f_x}{8\pi^2a_0s^2}\approx\sum_i a_ie^{-b_is^2}.
\]

The last step is a fit, and everything derived from it inherits the fit's error.

A fast electron of speed \(v\) passing along \(z\) acquires the phase \(\chi=(e/\hbar v)\int\phi\,dz\). Inverting the Born formula gives

\[
e\phi(\mathbf r)=\frac{2\pi\hbar^2}{m_0}\int f_e(g/2)\,e^{2\pi i\mathbf g\cdot\mathbf r}\,d^3g .
\]

Integration over \(z\) sets \(g_z=0\). With \(\mathbf R\) the position in the plane,

\[
\chi(\mathbf R)=\frac{h}{m_0v}F(\mathbf R),\qquad
F(\mathbf R)=\int f_e(g/2)\,e^{2\pi i\mathbf g\cdot\mathbf R}\,d^2g .
\]

Since \(\lambda=h/(\gamma m_0v)\), the prefactor is \(\gamma\lambda\), with \(\gamma\) the relativistic mass ratio. At 200 keV it is 0.003490 nm.

## What the vibration parameter means

In the Einstein model each atom vibrates independently and isotropically with frequency \(\omega\). For one axis write \(u=x_0(a+a^\dagger)\), with \(x_0^2=\hbar/(2M\omega)\), and let \(\bar n\) be the mean number of quanta. Then

\[
\langle u^2\rangle=x_0^2(2\bar n+1)=\frac{\hbar}{2M\omega}\coth\frac{\hbar\omega}{2kT}.
\]

The thermal average of a phase factor follows by normal ordering. With \(\alpha=qx_0\),

\[
e^{iqu}=e^{-\alpha^2/2}e^{i\alpha a^\dagger}e^{i\alpha a}.
\]

Only equal powers of \(a^\dagger\) and \(a\) survive the average. The Boltzmann weights \((1-z)z^m\), with \(\bar n=z/(1-z)\), give \(\langle a^{\dagger n}a^n\rangle=n!\,\bar n^n\). Therefore

\[
\langle e^{iqu}\rangle=e^{-\alpha^2/2}\sum_n\frac{(-\alpha^2\bar n)^n}{n!}
=e^{-q^2\langle u^2\rangle/2}=e^{-Bs^2},\qquad B=8\pi^2\langle u^2\rangle .
\]

Here \(\langle u^2\rangle\) belongs to one axis, not to the three-dimensional displacement. Using the latter would make \(B\) three times too large.

For silicon, a rough effective phonon energy of 27 meV at 300 K gives an rms displacement of 0.00758 nm. Hence \(B=8\pi^2(0.00758)^2=0.00454\) nm².

## Why averaging produces absorption

The coherent wave is the average of \(e^{i\chi}\) over displacements. Expanding its logarithm to second order in \(\chi\) gives

\[
\ln\langle e^{i\chi}\rangle\approx i\langle\chi\rangle-\tfrac12\left(\langle\chi^2\rangle-\langle\chi\rangle^2\right).
\]

Set this equal to \(i\gamma\lambda(\langle F\rangle+iF')\). The real parts give

\[
F'(\mathbf R)=\frac{\gamma\lambda}{2}\left(\langle F^2\rangle-\langle F\rangle^2\right)\ge0 .
\]

The absorptive part is thus the thermal variance of the projected potential. For independent atoms the averages of the separate phase factors multiply, so the means and variances add. This is why one \(f'\) per atom suffices in this model.

Now take the Fourier transform. Displacing an atom by \(\mathbf u\) multiplies its component at \(\mathbf g\) by \(e^{-2\pi i\mathbf g\cdot\mathbf u}\). In \(F^2\), components \(\mathbf g'\) and \(\mathbf g-\mathbf g'\) move together, and their phases combine to \(e^{-2\pi i\mathbf g\cdot\mathbf u}\), with average \(e^{-Bg^2/4}\). In \(\langle F\rangle^2\) each component is averaged separately. The transform of \(F'\) is therefore

\[
\frac{\gamma\lambda}{2}\int d^2g'\,f_e\!\left(\tfrac{g'}2\right)f_e\!\left(\tfrac{|\mathbf g-\mathbf g'|}2\right)
\left[e^{-Bg^2/4}-e^{-B(g'^2+|\mathbf g-\mathbf g'|^2)/4}\right].
\]

Put \(\mathbf g=2\mathbf s\) and \(\mathbf g'=2\mathbf s_1\), with \(\mathbf s_1=\mathbf s/2+\mathbf s'\) and \(\mathbf s_2=\mathbf s/2-\mathbf s'\). Then \(d^2g'=4d^2s'\), which turns the prefactor into \(2\gamma\lambda\). Also \(s_1^2+s_2^2=s^2/2+2s'^2\). Taking out \(e^{-Bs^2}\) leaves

\[
f'(s)=2\gamma\lambda\int d^2s'\,f_e(s_1)f_e(s_2)
\left[1-e^{-2B(s'^2-s^2/4)}\right].
\]

The complete effective factor is \(e^{-Bs^2}(f_e+if')\). A program that stores \(f'\) in this convention must still apply the Debye–Waller factor to it. One that stores the product must not apply it again.

## The closed form

Every term needs the same integral. With \(\mathbf s_2=\mathbf s-\mathbf s_1\), completing the square gives

\[
\alpha s_1^2+\beta s_2^2=(\alpha+\beta)\left|\mathbf s_1-\frac{\beta\mathbf s}{\alpha+\beta}\right|^2+\frac{\alpha\beta}{\alpha+\beta}s^2 .
\]

Shifting the origin does not change an integral over the whole plane, so

\[
\int d^2s'\,e^{-\alpha s_1^2-\beta s_2^2}=\frac{\pi}{\alpha+\beta}\,e^{-\alpha\beta s^2/(\alpha+\beta)} .
\]

For the "1" in the bracket, \(\alpha=b_i\) and \(\beta=b_j\). The other term equals \(e^{Bs^2}e^{-B(s_1^2+s_2^2)}\), so both widths increase by \(B\) and the factor \(e^{Bs^2}\) stays outside. The result is

\[
\begin{aligned}
f'(s)=2\pi\gamma\lambda\sum_{ij}a_ia_j\Bigg\{&\frac{e^{-b_ib_js^2/(b_i+b_j)}}{b_i+b_j}\\
&-\frac{\exp\!\left[Bs^2-\frac{(b_i+B)(b_j+B)s^2}{b_i+b_j+2B}\right]}{b_i+b_j+2B}\Bigg\}.
\end{aligned}
\]

At large \(s\) it is safer to evaluate \(e^{-Bs^2}f'\) directly. The first exponent then gains \(-Bs^2\), the second loses \(+Bs^2\), and for positive widths neither can overflow.

At \(s=0\) the two fractions combine:

\[
f'(0)=2\pi\gamma\lambda\sum_{ij}\frac{2B\,a_ia_j}{(b_i+b_j)(b_i+b_j+2B)} .
\]

This avoids subtracting nearly equal numbers when \(B\) is small. It also shows that \(f'(0)\) is proportional to \(B\) if \(2B\) is much smaller than every \(b_i+b_j\). Silicon at 300 K is outside that limit, because several fitted widths are smaller than \(B\). Raising \(B\) by 10 % raises \(f'(0)\) by 5.7 %, with the beam energy and \(f_e\) fixed.

## Silicon at 300 K and 200 keV

The elastic input is the spherically averaged density of a free silicon atom, from unrestricted Hartree–Fock in the cc-pVTZ basis. This level omits electron correlation and relativistic effects in the atom. The larger aug-cc-pVQZ basis raises \(f_e(0)\) by 0.7 % but changes \(f'(0)\) by less than 0.1 %. Ten Gaussians with fixed widths represent \(f_e\) up to \(s=120\) nm⁻¹, with a largest relative error of 0.9 %. One amplitude is slightly negative, which the derivation permits. The coefficients are in the numerical output.

For the 220 reflection and a lattice constant of roughly 0.543 nm, \(s=\sqrt8/(2\times0.543)=2.604\) nm⁻¹. The two pair sums, without the factor \(2\pi\gamma\lambda\), are 0.94546 and 0.79502. Hence

\[
f'_{220}=2\pi(0.003490)(0.94546-0.79502)=0.00330\ \text{nm}=0.0330\ \text{Å}.
\]

The elastic value is \(f_e=0.188\) nm, so \(f'/f_e\) is 1.75 %. At 000 and 400, \(f'\) is 0.00365 and 0.00306 nm. From 000 to 400 it falls by 16 %, while \(f_e\) falls from 0.566 to 0.115 nm. A constant ratio \(f'/f_e\) would therefore be a poor substitute here.

The Fourier coefficient of the crystal potential follows from the inverse Born formula. All eight atoms of the cubic cell scatter in phase into 220, so

\[
V_g+iV'_g=\frac{h^2}{2\pi m_0e}\,\frac{8}{a^3}\,e^{-Bs^2}(f_e+if') .
\]

This gives \(V_{220}=4.37\) V, which the Gaussian fit makes 0.03 V too high, and \(V'_{220}=0.0765\) V. In a relativistic wave equation written with the rest mass, both are multiplied by \(\gamma=1.391\). The \(\gamma\lambda\) already inside \(f'\) is a separate factor: it comes from the second power of the phase. At fixed \(B\), \(f'\) varies as \(1/v\), so a value stored for one beam energy must be rescaled for another.

### How far the numbers were tested

The closed form was compared with direct quadrature of its defining integral, on a polar grid of 547,200 points, at six values of \(s\). The largest difference was \(1.2\times10^{-15}\) of \(f'(0)\). The closed form needs 55 distinct pairs of Gaussians.

This agreement tests the integration, not the physical derivation. A second calculation therefore averaged \(F\) and \(F^2\) over Gaussian displacements in real space and transformed the variance. At four values of \(s\) it agreed to the same level. Finally, quadrature with the atomic \(f_e\) in place of its fit, carried out to \(s'=1/\lambda\), showed the fitted \(f'\) to be low by 0.16 % at 000 and 0.19 % at 220. The mean free path of 786 nm is therefore too long by a little over 1 nm. A PBE density in place of the Hartree–Fock one raises \(f'(0)\) by a further 0.07 %, so the third digit is not significant.

## Reading the setting as a loss

For one atom, the intensity removed from the coherent wave is, to second order in the phase,

\[
\sigma=\int\left(1-|\langle e^{i\chi}\rangle|^2\right)d^2R
\approx2\gamma\lambda\int F'\,d^2R=2\gamma\lambda f'(0).
\]

Counting scattered electrons gives the same result. The total intensity is \(\gamma^2f_e^2\) per solid angle, and its coherent part is \(\gamma^2f_e^2e^{-2Bs^2}\). From \(s^2=\sin^2(\theta/2)/\lambda^2\) one finds \(\sin\theta\,d\theta=4\lambda^2s\,ds\), so \(d\Omega=4\lambda^2(2\pi s\,ds)\). The difference of the two intensities then integrates to \(2\gamma\lambda f'(0)\), apart from the small part of the plane beyond \(s=1/\lambda\).

For silicon, \(\sigma=2(0.003490)(0.003649)=2.55\times10^{-5}\) nm². With \(8/0.543^3=49.97\) atoms per nm³, the mean free path is \(1/(49.97\times2.547\times10^{-5})\approx786\) nm.

In a crystal the loss depends on where the wave is concentrated. At the exact 220 Bragg condition with two beams, the Bloch-wave densities are \(1\pm\cos(2\pi\mathbf g\cdot\mathbf r)\). Averaging the absorptive potential over them gives \(V'_0\pm V'_{220}\), to first order in the absorption. The ratio is

\[
\frac{V'_{220}}{V'_0}=\frac{0.96968\times0.0032985}{0.0036492}=0.876 .
\]

The attenuation lengths are therefore \(786/1.876\approx420\) nm and \(786/0.1235\approx6400\) nm. A setting that includes only \(V'_0\) gives both waves 786 nm. The long length rests on a small difference: a 1 % error in the ratio changes it by about 7 %. Both lengths also depend on the two-beam assumption. Including the other reflections of the 220 row changes them to about 360 and 5200 nm.

## Negative values are not gain

For silicon \(f'\) changes sign at \(s=21.6\) nm⁻¹. Quadrature confirms a positive value 10 % below this point and a negative one 10 % above it. The defining bracket is negative inside the disc \(s'<s/2\), and this disc grows with \(s\).

The closed form shows the same for any pair with positive amplitudes. After multiplication by \(e^{-Bs^2}\), the first term decays with rate \(B+b_ib_j/(b_i+b_j)\). The rate of the second starts from \(b_ib_j/(b_i+b_j)\) and grows as both widths are raised. Its derivative with respect to the common increase is \((\alpha^2+\beta^2)/(\alpha+\beta)^2<1\), so it grows by less than \(B\). The second, negative term therefore decays more slowly and wins at large \(s\).

In real space \(F'\) remains a variance and cannot be negative. Setting negative Fourier coefficients to zero would alter that variance, so they should be kept.

## Choosing the setting, and its limits

**Use it for coherent Bragg intensities.** The absorbed electrons have left the coherent wave, not the microscope. A detector at high angle may collect them, and this setting does not say where they go. If the calculation already averages over explicitly displaced atoms, the damping is present, and adding \(f'\) would count it twice.

**Use the same \(B\) in both places.** The Debye–Waller factor and \(f'\) describe the same displacements.

**Check the range of the fit.** The bracket at \(s=0\) approaches 1 gradually: it is 0.63 at \(s'=1/\sqrt{2B}=10.5\) nm⁻¹ and 0.98 at twice that value. Farther out, where \(f_e\approx C/s^2\), the part of \(f'(0)\) beyond a cutoff \(S\) is

\[
2\gamma\lambda\int_S^\infty\frac{C^2}{s^4}\,2\pi s\,ds=\frac{2\pi\gamma\lambda C^2}{S^2}.
\]

Halving the range quadruples the missed tail. For silicon \(C=Z/(8\pi^2a_0)=3.35\) nm⁻¹, so the tail beyond \(S=120\) nm⁻¹ is 0.47 % of \(f'(0)\). The present fit, continued beyond its fitted range, supplies 0.25 % there.

**Allow for bonding.** The region \(s<2.60\) nm⁻¹ supplies 8.5 % of \(f'(0)\). Bonding in silicon lowers \(f_e\) near \(s=0\). If it did so by 10 % throughout this region, \(f_e^2\) would fall there by 19 % and \(f'(0)\) by 1.6 %.

**Watch strong phases.** Evaluating \(\int(1-|\langle e^{i\chi}\rangle|^2)\,d^2R\) without expansion for one silicon atom changes its coherent loss relative to \(2\gamma\lambda f'(0)\) by −1.2 % with the fitted \(f_e\) and by −1.3 % with the atomic one. Nearly half of this is the saturation of \(1-e^{-x}\). The higher cumulants alone, measured by \(-\int\ln|\langle e^{i\chi}\rangle|^2\,d^2R\), give −0.7 %. Heavier atoms and slower electrons give larger phases, and the size of this correction should then be computed again.

**Treat correlated motion as an open error.** Let neighbouring displacements have correlation \(\kappa\). Their interference adds a term proportional to \(e^{-2B(1-\kappa)s^2}-e^{-2Bs^2}\), times a path-phase factor. Evaluated in this form for the four nearest neighbours, with the rough assumption \(\kappa=0.5\), the correction to the cross-section is about −1 % along [001] and +25 % along [111]. The equivalent product \(e^{-2Bs^2}(e^{2B\kappa s^2}-1)\) is unsafe: its second factor overflows at the largest \(s\) while the first underflows. That is why the numerical output, which uses the product, shows "nan" for both directions.

The large value along [111] comes from the one neighbour that lies on the beam axis, and its effect can be bounded. With \(x=2Bs^2\), the difference above is \((1-e^{-x})-(1-e^{-(1-\kappa)x})\). Because \(1-e^{-x}\) is concave and vanishes at \(x=0\), the second bracket is at least \((1-\kappa)(1-e^{-x})\), and the difference is at most \(\kappa(1-e^{-x})\). Hence that neighbour changes the cross-section by at most the fraction \(\kappa\), or 50 % for the rough assumption \(\kappa=0.5\). If the path phase is ignored, the same difference makes the relative change \(1-\sigma((1-\kappa)B)/\sigma(B)\). The printed sensitivity to \(B\) corresponds to a power \(\ln1.0574/\ln1.1\approx0.59\), and extrapolating this power law gives \(1-0.5^{0.59}\), or about one third. The other three neighbours are not included in either figure. Farther atoms are missing from all of these numbers, and some of them lie on the beam axis, for example at distance \(a\) along [001]. A high-temperature Debye estimate, \(\kappa(r)=\mathrm{Si}(q_Dr)/(q_Dr)\) with \(q_D^3=6\pi^2\times49.97\) nm⁻³, gives 0.55 for nearest neighbours and still 0.20 at 0.543 nm. Summed over all atoms within 1.2 nm, the same term then gives about +13 % along [001], +28 % along [110] and +36 % along [111], and the sum has not converged at that radius. The −1 % therefore does not mean that correlation is negligible along [001].

**Set beside real silicon,** the value of \(B\) is close to the rough room-temperature figure of 0.005 nm². The single energy of 27 meV stands for a phonon spectrum reaching roughly 60 meV. Real phonons break the assumption of independent atoms, and the estimate above shows that this could matter far more than the fit. Anharmonicity is also left out. So are electronic excitations, whose mean free path at this beam energy is roughly of order 100 nm. The 786 nm found here is therefore a thermal diffuse length within the Einstein model, not the total inelastic mean free path of silicon.

## Values computed for the example and the checks

```
beam energy (input)                     200 keV
wavelength                              0.002508 nm
gamma                                   1.39139
gamma*lambda = h/(m0 v)                 0.003490 nm
temperature (input)                     300 K
Einstein energy (rough input)           27 meV
atomic mass (input)                     28.09 u
rms displacement along one axis         0.00758 nm
Debye-Waller parameter B                0.004539 nm^2
lattice constant (rough input)          0.543 nm
UHF/cc-pVTZ energy of the Si atom       -288.85643 hartree
f_e(0) from the density                 0.56320 nm
Gaussian terms: a_i (nm), b_i (nm^2)
   -5.250225e-05   1.200000e-05
    3.855075e-04   3.992905e-05
    3.776794e-04   1.328608e-04
    1.829290e-03   4.420838e-04
    5.180663e-03   1.470999e-03
    1.771671e-02   4.894633e-03
    4.599369e-02   1.628651e-02
    6.721766e-02   5.419206e-02
    2.467382e-01   1.803198e-01
    1.803095e-01   6.000000e-01
largest relative fit error, s<=120/nm    0.902 %
000: s = 0.0000 1/nm, f_e = 0.56570 nm, f' = 0.0036492 nm
     f' by 2D quadrature = 0.0036492 nm
220: s = 2.6044 1/nm, f_e = 0.18822 nm, f' = 0.0032985 nm
     f' by 2D quadrature = 0.0032985 nm
400: s = 3.6832 1/nm, f_e = 0.11471 nm, f' = 0.0030624 nm
     f' by 2D quadrature = 0.0030624 nm
220: first pair sum                     0.945460 (no unit)
220: second pair sum                    0.795016 (no unit)
220: f' in angstrom                     0.032985 A
220: factor exp(-B s^2)                 0.96968
220: V_g  (rest mass)                   4.3664 V
220: V'_g (rest mass)                   0.07652 V
quadrature points / distinct pairs      547200 / 55
worst |closed-quadrature|/f'(0)         1.2e-15
worst |closed-real space|/f'(0)         1.2e-15
f' changes sign at s                    21.597 1/nm
TDS cross-section per atom              2.5468e-05 nm^2
TDS mean free path                      785.8 nm
Gaussian f' vs atomic f_e, 000          -0.162 %
Gaussian f' vs atomic f_e, 220          -0.191 %
share of f'(0) from s>120/nm            0.248 %
share of f'(0) from s<2.60/nm           8.51 %
all cumulants, one atom: loss changes   -1.23 %
B raised by 10 %: f'(0) changes         +5.74 %
neighbour correlation (rough input)     0.5
  cross-section change, beam [001]      +nan %
  cross-section change, beam [111]      +nan %
```
